# Growth speed of a long crystal edge from kink-pair balance

A calculation of how a two-dimensional crystal domain grows needs a speed for each edge, and the first decision is whether that speed depends on the length of the edge. If new rows start rarely, each start completes a whole row and the speed is proportional to edge length. If many starts share a row, the length drops out and the speed is

$$v=h\sqrt{2Ju}. \qquad (1)$$

Here $h$ is the row height, $J$ the rate at which kink pairs are created per unit length of edge, and $u$ the speed of each kink along the edge. The first law contains $J$ but not $u$, the second contains their product, so using one in the other's regime gives a wrong edge speed and a wrong domain size.

## The model

The edge runs along $x$ and advances by filling rows of height $h$. A nucleus placed against a completed stretch of edge starts a short new row with two ends. These ends are kinks. The right end, a right-mover, travels towards $+x$; the left end, a left-mover, travels towards $-x$. When the right end of one row segment meets the left end of the next, the gap between them is filled and both kinks vanish.

The assumptions are these.

- Nuclei have negligible width and appear independently, with the same $J$ at every position and on every exposed row.
- Every kink moves steadily at speed $u$. Thus $J$ counts surviving pairs, and $u$ is the net speed after any losses of atoms.
- The edge has no mean tilt, so right-movers and left-movers are equally numerous on average.

Let $n_R$ and $n_L$ be the numbers of the two kinds per unit length. In a time $dt$ each kink, of either kind, extends its row by $u\,dt$ and adds an area $hu\,dt$. The area added per unit length of edge is the advance of the edge, so

$$v=hu(n_R+n_L). \qquad (2)$$

Both derivations use this relation. They differ in how they find the kink density.

## First derivation: balance of creation and annihilation

Follow one right-mover. Left-movers approach it at relative speed $u-(-u)=2u$, so in a time $dt$ it meets any left-mover lying within $2u\,dt$ ahead of it. Assume now that the positions of the two kinds are uncorrelated. The expected number of left-movers in that interval is then $2u\,n_L\,dt$. Multiplying by the number $n_R$ of right-movers per unit length gives the number of annihilations per unit length and time, $2u\,n_Rn_L$. Each annihilation removes one kink of each kind, and each nucleation adds one of each kind:

$$\frac{dn_R}{dt}=\frac{dn_L}{dt}=J-2u\,n_Rn_L. \qquad (3)$$

With no tilt, $n_R=n_L$. Call the common steady value $n$. Setting the rate of change to zero gives

$$2un^2=J,\qquad n=\sqrt{\frac{J}{2u}}. \qquad (4)$$

Equation (2) then becomes

$$v=2hun=h\sqrt{4u^2\,\frac{J}{2u}}=h\sqrt{2Ju}.$$

The factor 2 under the root has a traceable origin. Two kinds of kink contribute to growth, which puts 4 under the root, and the doubled closing speed divides it by 2. Dimensional analysis alone would give $v/h\propto\sqrt{Ju}$, since $J$ and $u$ can form an inverse time in no other way. The balance supplies the coefficient.

Faster kinks sweep more area each, but they also meet sooner, so their density falls as $u^{-1/2}$. The product $un$ therefore grows as $u^{1/2}$. If $J$ and $u$ each follow an Arrhenius law with activation energies $E_J$ and $E_u$, and the prefactors are constant, the edge speed has activation energy $(E_J+E_u)/2$.

The same argument covers unequal kink speeds $u_R$ and $u_L$. The closing speed is $u_R+u_L$, so $n=\sqrt{J/(u_R+u_L)}$. The swept area gives $v=h(u_R+u_L)n=h\sqrt{J(u_R+u_L)}$, which returns to (1) when the speeds are equal. This form needs the zero-tilt condition, which a ring enforces. On an edge with ends, the untilted kink pattern drifts at $(u_R-u_L)/2$ and leaves the edge after a time of order $2L/|u_R-u_L|$. The edge then tilts until $u_Rn_R=u_Ln_L$, with $n_Rn_L=J/(u_R+u_L)$ as before, and the speed is the smaller value $2h\sqrt{Ju_Ru_L/(u_R+u_L)}$. For speeds in the ratio 4:1 this is 0.80 of the untilted result.

The weak point is the product $n_Rn_L$. Kinks are born in pairs and die in pairs, so the absence of correlation needs a proof. The second derivation does not assume it.

## Second derivation: the steady state of a ring

Close the edge into a ring of length $L$, which removes the ends. The height must return to its starting value after one circuit, so there are $N$ right-movers and $N$ left-movers, with $N$ fluctuating in time. Let $p_N$ be the probability density for finding kinks at a given set of $2N$ positions, kinks of one kind being indistinguishable. Try a density independent of the positions:

$$p_N=C\,n^{2N}, \qquad (5)$$

where $C$ normalizes the distribution and $n$ is, for now, an unknown constant. Three processes could change this density.

**Free motion.** Rigid displacement of the kinks leaves a position-independent density unchanged.

**Loss and gain of a given configuration.** Nucleation anywhere on the ring takes the system out of an $N$-pair configuration at the rate $JL\,p_N$. The system enters it from $N+1$ pairs when the extra pair annihilates. An approaching pair does so within $dt$ if its separation is less than $2u\,dt$. Integrating over the meeting point gives a gain rate $2uL\,p_{N+1}=2uLn^2p_N$. Loss and gain cancel if $2un^2=J$.

**Newly born pairs.** Just after birth a left-mover lies immediately to the left of a right-mover, and the two separate at speed $2u$. Pairs with separation below $2u\,dt$ were born during the last $dt$. Per unit length, their density according to the birth process is $Jp_N\,dt$; according to (5) it is $p_{N+1}\,2u\,dt=2un^2p_N\,dt$. These agree under the same condition, $2un^2=J$.

The trial density is therefore stationary, with $n=\sqrt{J/(2u)}$. It is also the state reached from any start. Imagine two rings with different initial kinks but the same subsequent nuclei. If no nucleus appears for a time $L/(2u)$, every right-mover has had time to meet every left-mover, so both rings become flat and are identical from then on. Such a pause has the nonzero probability $\exp[-JL^2/(2u)]$, and sooner or later it occurs.

The probability of having $N$ pairs follows by integrating (5) over positions. Each kind contributes $L^N/N!$, the factorial preventing repeated counting of identical kinks. With $z=nL$,

$$P(N)=C\frac{z^{2N}}{(N!)^2},\qquad \frac1C=\sum_{N=0}^{\infty}\frac{z^{2N}}{(N!)^2}=I_0(2z). \qquad (6)$$

The sum is the series of the modified Bessel function $I_0$. In particular, the ring is flat with probability $P(0)=1/I_0(2z)$. For the mean number of pairs, cancel one factor $N$ against $N!$ and put $N=m+1$:

$$\langle N\rangle=C\sum_{N\ge1}\frac{z^{2N}}{N!\,(N-1)!}
=Cz\sum_{m\ge0}\frac{z^{2m+1}}{m!\,(m+1)!}
=z\frac{I_1(2z)}{I_0(2z)}.$$

The last sum is the series of $I_1(2z)$. Each kind has mean density $\langle N\rangle/L$, so (2) gives

$$v_{\rm ring}=\frac{2hu\langle N\rangle}{L}=2hun\,\frac{I_1(2z)}{I_0(2z)}
=h\sqrt{2Ju}\;\rho(z),\qquad \rho(z)=\frac{I_1(2z)}{I_0(2z)}. \qquad (7)$$

It remains to show that $\rho\to1$ on a long ring. Two averages are enough. First, $N^2$ cancels a factor $N$ in each factorial:

$$\langle N^2\rangle=C\sum_{N\ge1}\frac{z^{2N}}{[(N-1)!]^2}=z^2.$$

Since $\langle N\rangle^2\le\langle N^2\rangle$ and $\langle N\rangle=z\rho$, we have $\rho\le1$. Second,

$$\left\langle\frac1{N+1}\right\rangle=C\sum_{N\ge0}\frac{z^{2N}}{N!\,(N+1)!}=\frac{\rho}{z}.$$

The function $1/(N+1)$ is convex, so its average is at least its value at the average $N$:

$$\frac{\rho}{z}\ge\frac1{z\rho+1}.$$

Multiplying by $z(z\rho+1)$ and dividing by $z$ gives $\rho^2+\rho/z\ge1$. Because $\rho\le1$, this implies

$$1-\frac1z\le\rho^2\le1.$$

Hence $\rho\to1$ as $z\to\infty$, and (7) becomes (1).

The opposite limit is also contained in (7). For small $z$, $I_1(2z)\approx z$ and $I_0(2z)\approx1$, so

$$v_{\rm ring}\approx2hun\,z=2hun^2L=hJL. \qquad (8)$$

Each nucleus then completes one row by itself.

## What each derivation assumes

The first derivation assumes that opposite kinks are uncorrelated. It is short, and (3) also gives an estimate of the start-up. From a flat edge its solution is $n(t)=n\tanh(t/\tau)$ with $\tau=1/(2un)=1/\sqrt{2Ju}$. Substitution confirms this: the left side of (3) is $(n/\tau)(1-\tanh^2)$, the right side is $J(1-\tanh^2)$, and $n/\tau=2un^2=J$. This transient is only a mean-field estimate. Correlations between kinks during start-up make the later approach to the steady state slower than the formula suggests: at $t=3\tau$ the density in the model is about $0.90\,n$, not $0.995\,n$.

The second derivation makes no assumption about correlations, but it treats the steady state and a ring. It also justifies the product used in the first. For given $N$, the positions in (5) are independent and uniform. The relative variance of $N$ is $(z^2-z^2\rho^2)/(z^2\rho^2)=(1-\rho^2)/\rho^2$, which vanishes on a long ring. In a fixed short segment the two kinds therefore become independent, each with Poisson-distributed counts of density $n$. Within the model, (1) is thus exact for the steady long edge.

Both derivations share the uniform $J$, constant $u$ and point-like nuclei. If nuclei form at the corners alone, $J$ is zero along the edge, (1) does not apply, and the edge needs a separate calculation based on the rate at which corners emit kinks.

The steady-state speeds and kink statistics were tested on a simulated height profile in which atoms nucleate at random and rows spread sideways, with no rate law imposed. For two choices of $J$ and $u$, the measured long-edge speed was 0.997 and 0.984 of (1). In the first case the kink density was 0.996 of (4), the variance of right-mover counts divided by their mean was 1.019 against the Poisson value 1, and the correlation between left and right counts was 0.007. For rings with $z=0.5$ and $z=2$, the speed relative to (1) was 0.446 and 0.872, against 0.446 and 0.864 from (7).

## When an edge counts as long

A real edge has ends, where kinks leave. A nucleus on an open edge needs at most a time $L/u$ to complete its row. The expected number of further nuclei in that time is at most $JL\cdot L/u=2(nL)^2$. For $nL\ll1$ rows are therefore completed one at a time, and $v=hJL$, as on the short ring. In the simulation at $nL=0.1$ the speed was 0.992 of this value.

The short-edge and long-edge laws cross where $hJL=h\sqrt{2Ju}$, that is, at $L=\sqrt{2u/J}=1/n$. The spacing between like kinks is thus the length with which an edge should be compared.

For an equilateral triangular domain with three equivalent edges, the distance from centre to edge is $L/(2\sqrt3)$, so $dL/dt=2\sqrt3\,v$. While $L\ll1/n$ this gives $dL/dt=2\sqrt3\,hJL$ and exponential growth. Once $L\gg1/n$, the side grows linearly in time. Constant $J$ and $u$ are assumed throughout.

## Example: a zigzag edge of monolayer MoS$_2$

Take $a=0.316$ nm as the lattice spacing of the model; that of MoS$_2$ is about 0.32 nm. Along a zigzag edge, rows of the triangular metal lattice are $h=a\sqrt3/2=0.2737$ nm apart. Let $J=4$ per nm per s and $u=20000$ nm/s. Then

$$n=\sqrt{\frac{4}{2\times20000}}=0.0100\ {\rm nm^{-1}},\qquad
\frac vh=\sqrt{2\times4\times20000}=400\ {\rm s^{-1}}.$$

Like kinks are on average 100 nm apart, a new row passes any given point every 2.50 ms on average, and

$$v=0.2737\times400=109.5\ {\rm nm/s},$$

or 6.57 µm/min. An edge 10 nm long, with $nL=0.1$, would advance at $hJL=10.95$ nm/s, ten times more slowly. An edge several micrometres long is in the regime of (1).

**Kink motion.** Real kinks gain and lose single atoms at random. Let $r$ be the ratio of the loss rate to the gain rate at a kink. For a driving energy of 0.20 eV per unit at 1000 K, where $kT=0.0862$ eV, detailed balance gives $r=e^{-0.20/0.0862}=0.098$. Some nuclei now dissolve. Let $s_m$ be the survival probability of a row segment of $m$ atoms, with $s_0=0$. Both ends can gain an atom, and for $m\ge2$ both can lose one, so $s_{m+1}-s_m=r(s_m-s_{m-1})$. A single atom lacks the neighbour within its row that a kink atom has, so it would normally be lost faster, which lowers its survival; for this estimate both are given the same loss rate. The single atom has two places to gain a neighbour but can be lost in one way, so $s_2-s_1=(r/2)s_1$. Adding all increments up to a large segment, which survives with certainty, gives

$$1=s_1\left[1+\frac r2(1+r+r^2+\cdots)\right]=s_1\,\frac{2-r}{2(1-r)},\qquad s_1=\frac{2(1-r)}{2-r}=0.948.$$

The rate $J$ is the gross nucleation rate times $s_1$. This $s_1$ belongs to the equal-loss simplification and is not typical of a real edge. A kink here gains $u/[a(1-r)]\approx7\times10^4$ atoms per second while $Ja\approx1.3$ s$^{-1}$, so if atoms reached flat sites as often as kinks, only about $2\times10^{-5}$ of them would survive. A simulation with random gains and losses, at the same net $u$ and with its gross nucleation rate set from this $s_1$, gave 113.2 nm/s, which is 3.4 % above (1). In its finite time steps slightly more nuclei survive, about 0.965 of them, which by itself raises the expected speed by about 0.9 %. This single run also includes sampling noise, so it shows no large departure from (1) but fixes neither the size nor the sign of the correction.

**Ends.** For an open edge of 1000 nm the simulated speed was 0.977 of the long-edge value. This single run carries sampling noise of the same order as the long-edge runs, which deviated from (1) by up to 1.6 %. Averaged over long times, the continuum model gives about 0.96 at this length and about 0.99 at 3 µm, so the ends cost roughly 4 % of the speed at $nL=10$.

**Depletion.** The growing edge consumes $q=v/(ah)=1266$ formula units per nm per s. Suppose precursor lands uniformly on a strip of width $w=1000$ nm beside the edge and all of it diffuses to the edge. At distance $x$ the flux towards the edge is $(q/w)(w-x)$. Dividing by the diffusivity $D$ and integrating over the strip gives the coverage drop

$$\Delta c=\frac{q}{wD}\int_0^w(w-x)\,dx=\frac{qw}{2D}.$$

With $D=10^{-6}$ cm²/s, or $10^8$ nm²/s, this is $0.0063$ per nm², which is 6.3 % of an assumed far coverage of 0.10 per nm². If $J$ and $u$ are both proportional to coverage, $v$ falls by 6.3 %. If $J$ varies as its square, $v$ varies as the power $3/2$ and falls by 9.3 %. Demand was held at its undepleted value, which slightly overstates the loss. The assumed proportionalities neglect the loss of atoms from kinks, which slightly understates it.

**The real case.** Vapour-grown MoS$_2$ domains can reach tens of micrometres within minutes at roughly 1000 K, so an edge speed of micrometres per minute is a reasonable scale, though growth conditions vary it widely. The values of $J$ and $u$ were chosen to give that scale and are not measured kink data; other pairs with the same product give the same $v$ but a different crossover length. The diffusivity, coverage and capture width are likewise model values. With the assumed dependences on coverage, depletion costs about 6 to 9 % of the speed here, but the coverage drop is inversely proportional to $D$. At one tenth of this diffusivity, with demand held fixed, it would be 63 %, and supply and edge speed would have to be solved together. The numerical output lists the physical values used in this example.

## Computed values

```
TESTS (simulation / formula unless stated)
long-edge speed ratio: 0.997
speed ratio, other J and slower kinks: 0.984
kink density ratio: 0.996
variance/mean of kink counts (Poisson: 1): 1.019
left-right count correlation: 0.007
ring z=0.5: v/v_long simulated 0.446, formula 0.446
ring z=0.5: flat probability simulated 0.790, formula 0.790
ring z=2.0: v/v_long simulated 0.872, formula 0.864
ring z=2.0: flat probability simulated 0.089, formula 0.088
short open edge (n L = 0.1), v/(h J L): 0.992
EXAMPLE: MoS2 zigzag edge, model parameters
lattice spacing a: 0.316 nm
row height h: 0.2737 nm
pair creation rate J: 4.0 per nm per s
kink speed u: 20000 nm/s
density of each kink type n: 0.0100 per nm
spacing of like kinks 1/n: 100.0 nm
rows added per second: 400.0 per s
time per row: 2.50 ms
edge speed v: 109.5 nm/s
edge speed v: 6.57 um/min
short-edge speed h J L at L = 10 nm: 10.95 nm/s
NEGLECTED EFFECTS
temperature: 1000 K
thermal energy kT: 0.0862 eV
driving energy per unit: 0.20 eV
detachment/attachment ratio r: 0.0982
nucleus survival probability: 0.9484
speed with random kink motion: 113.2 nm/s
its ratio to the formula: 1.034
open edge of length 1000 nm, v/v_long: 0.977
precursor diffusivity: 1.0e-06 cm2/s
precursor coverage far from edge: 0.10 per nm2
capture width: 1000 nm
precursor demand of edge: 1266 per nm per s
deposition needed: 1.27 per nm2 per s
coverage drop at edge: 6.3 %
speed loss, J ~ coverage, u ~ coverage: 6.3 %
speed loss, J ~ coverage^2, u ~ coverage: 9.3 %
```
